# Gamma-only transmission and transverse k averaging for chains between planar electrodes

## The problem

Two half-planes of a square lattice face each other. Each has one orbital per site, zero on-site energy and nearest-neighbour hopping $-t$. Chains of three atoms bridge the gap, one chain for every $N$ sites along the edges. Within a chain the hopping is $-t_c$. Each end atom couples to one edge site through $-v$, and different chains have no direct coupling. Lengths along the edge are measured in lattice spacings.

Electrons are coherent and non-interacting. In linear response at zero temperature the conductance per chain is $G=(2e^2/h)\,T$, where $T$ is the transmission per spin and per chain at the Fermi energy $E$. Take $t=t_c=1$ eV, $v=0.5$ eV and $E=0.5$ eV.

1. Find $T$ for $N=1$ and $N=4$.
2. Suppose the array is used as a stand-in for one isolated chain between infinite half-planes. How does the error of this replacement depend on $N$?

## A tempting solution

The structure repeats every $N$ sites, so its states carry a Bloch phase $k$ from one supercell to the next. The chains do not touch each other. A chain therefore has no transverse dispersion, its transmission should not depend on $k$, and a calculation at $k=0$, the Gamma point, should suffice.

**The electrode.** The electrode itself repeats at every site. Its transverse waves $e^{iqy}/\sqrt N$, normalized over one supercell, must satisfy $e^{iqN}=e^{ik}$, so

$$q_j=\frac{k+2\pi j}{N},\qquad j=0,\dots,N-1 .$$

A wave $q$ has transverse energy $-2t\cos q$. What remains is a semi-infinite chain perpendicular to the edge, with longitudinal energy

$$\varepsilon=E+2t\cos q .$$

Let $g$ be the Green function at its end site. Adding one more site reproduces the same semi-infinite chain, so $g=1/(\varepsilon-t^2g)$, or $t^2g^2-\varepsilon g+1=0$. The retarded root, for $E+i0$, is

$$g(q)=\frac{\varepsilon-\sqrt{\varepsilon-2t}\,\sqrt{\varepsilon+2t}}{2t^2}. \tag{1}$$

It behaves as $1/\varepsilon$ at large $|\varepsilon|$. For $|\varepsilon|<2t$ it has the negative imaginary part $-\sqrt{4t^2-\varepsilon^2}/(2t^2)$, and the wave is an open channel. For $|\varepsilon|>2t$ it is real, and the channel is closed.

Every transverse wave has weight $1/N$ on the contacted site, hence

$$g_N(k)=\frac1N\sum_{j=0}^{N-1}g(q_j),\qquad \Sigma=(-v)\,g_N\,(-v)=v^2g_N . \tag{2}$$

The two electrodes are alike, so this self-energy acts on both end atoms.

**The chain.** The transmission formula is $T=\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger]$ with $\Gamma_{L,R}=i(\Sigma_{L,R}-\Sigma_{L,R}^\dagger)$. Here $\Gamma_L$ acts only on atom 1 and $\Gamma_R$ only on atom 3, each with the value $\Gamma=-2\,\mathrm{Im}\,\Sigma$. Thus $T=\Gamma^2|G_{13}|^2$. With $a=E-\Sigma$,

$$G^{-1}=\begin{pmatrix}a&t_c&0\\t_c&E&t_c\\0&t_c&a\end{pmatrix},\qquad
\det G^{-1}=a(Ea-t_c^2)-t_c(t_ca)=a(Ea-2t_c^2).$$

The off-diagonal signs are positive because $G^{-1}$ contains $-H$. The cofactor for $G_{13}$ is found by deleting row 3 and column 1, which leaves $t_c^2$ with a positive sign. Therefore

$$T=\frac{\Gamma^2t_c^4}{|a|^2\,|Ea-2t_c^2|^2}. \tag{3}$$

**Numbers at $k=0$.** Energies are in eV and Green functions in 1/eV. For $N=4$ the waves are $q=0,\pi/2,\pi,3\pi/2$, with $\varepsilon=2.5,\ 0.5,\ -1.5,\ 0.5$. Equation (1) gives

$$g=0.5,\quad 0.25-0.968i,\quad -0.75-0.661i,\quad 0.25-0.968i .$$

Their mean is $g_4(0)=0.0625-0.6495i$. Then $\Sigma=0.0156-0.1624i$, $\Gamma=0.3247$ and $a=0.4844+0.1624i$. The factors in (3) are $|a|^2=0.2610$ and $|0.5a-2|^2=3.096$, so

$$T_4(0)=\frac{0.3247^2}{0.2610\times3.096}\approx0.1305 .$$

For $N=1$ the one wave is $q=0$, with $\varepsilon=2.5$ and $g=0.5$. This is real, so $\Gamma=0$ and $T_1(0)=0$. The method declares the densest array of chains to be an insulator.

## Where the argument fails

Equations (1)–(3) are correct. The fault is the claim that $T$ does not depend on $k$. The chains have no direct coupling, but they share their electrodes. The waves $q_j$ in (2) move with $k$, and with them move the channels that are open and the self-energy $\Sigma$.

The case $N=1$ shows this plainly. There $q=k$, and a channel is open when $|0.5+2\cos k|<2$. The lower bound, $\cos k>-1.25$, holds for every $k$. The upper bound requires $\cos k<0.75$, or $|k|>0.723$. A fraction $1-0.723/\pi\approx0.77$ of the Bloch phases has an open channel. The Gamma point lies in the closed remainder.

## The right solution

### Why the transmission is averaged

Close the array into a ring of $M$ supercells, labelled $R$. For atom $i$ of the chains form the Bloch states

$$|k,i\rangle=\frac1{\sqrt M}\sum_{R=0}^{M-1}e^{ikR}|R,i\rangle,\qquad k=\frac{2\pi m}{M},\quad m=0,\dots,M-1 .$$

The Hamiltonian and the self-energies depend only on differences of $R$. They have no elements between different $k$, and neither have $G$ and $\Gamma_{L,R}$. The change of basis is unitary and preserves the trace, so the trace for the whole ring is the sum of the traces of its blocks. Dividing by the number of chains gives

$$\frac{T_{\rm ring}}{M}=\frac1M\sum_{m=0}^{M-1}T_N\!\left(\frac{2\pi m}{M}\right)
\ \xrightarrow{M\to\infty}\ \bar T_N=\frac1{2\pi}\int_{-\pi}^{\pi}T_N(k)\,dk . \tag{4}$$

The electrodes are infinitely wide, so the answer to the first question is $\bar T_N$.

The finite-$M$ form has a second reading. A Gamma-only calculation for one large cell holding $M$ chains is the same as an $M$-point mesh for the small cell. For $N=3$ and $M=4$, a direct calculation of the large cell gives 0.125076 per chain, and the mesh gives the same value.

### The values for $N=1$ and $N=4$

For $N=4$, equation (3) gives these values:

| $k/\pi$ | 0 | 0.25 | 0.5 | 0.75 | 1 |
|---|---|---|---|---|---|
| $T_4(k)$ | 0.1305 | 0.1294 | 0.1255 | 0.1174 | 0.1283 |

Because $g(q)$ is even, $T_N(-k)=T_N(k)$. An eight-point mesh counts the three interior values twice:

$$\frac{0.1305+2(0.1294+0.1255+0.1174)+0.1283}{8}=0.1254 .$$

This is still 0.9% above the converged integral, $\bar T_4=0.1243$. The Gamma-only value is 5.0% above it. In conductance, with $2e^2/h=77.48$ µS, the Gamma point gives 10.11 µS per chain and the average gives 9.63 µS.

For $N=1$ the integral is $\bar T_1=0.1506$, where the Gamma point gave zero.

The size of the error depends on energy. For $N=4$ at $E=1.5$ eV, the Gamma-only transmission is 0.726 and the average is 0.575, an excess of 26% relative to the average. At $E=0.25$ eV the values are 0.292 and 0.331, a deficit of 12%.

### The isolated chain

As $N\to\infty$, the sum in (2) becomes an integral that no longer depends on $k$:

$$g_\infty=\frac1{2\pi}\int_{-\pi}^{\pi}g(q)\,dq=0.1172-0.6169i\ \text{eV}^{-1}.$$

Then $\Sigma=0.0293-0.1542i$ eV and $\Gamma=0.3084$ eV, and (3) gives $T_\infty=0.1243$. The Gamma-only value thus has the correct limit. What matters is how fast each method reaches it. Errors below are relative to $T_\infty$.

| $N$ | Gamma-only | error | $k$-averaged | error |
|---|---|---|---|---|
| 1 | 0.0000 | −100% | 0.1506 | +21% |
| 2 | 0.0314 | −75% | 0.1444 | +16% |
| 3 | 0.1230 | −1.1% | 0.1252 | +0.74% |
| 5 | 0.1396 | +12% | 0.1246 | +0.23% |
| 8 | 0.1294 | +4.1% | 0.1243 | +0.011% |
| 12 | 0.1240 | −0.26% | 0.1243 | +0.010% |
| 16 | 0.1274 | +2.5% | 0.1243 | +0.007% |

The Gamma-only error does not fall steadily. It is small at $N=3$, large at $N=5$, small at $N=12$ and larger again at $N=16$. One good value is therefore no evidence of convergence. The averaged values at $N=1$ and 2 also differ clearly from $T_\infty$. They are correct for those arrays, whose chains influence each other through the electrodes.

### The error is interference with the images

Expand the periodic function $g(q)$ in a Fourier series,

$$g(q)=\sum_YS(Y)e^{-iqY},\qquad S(Y)=\frac1{2\pi}\int_{-\pi}^{\pi}g(q)e^{iqY}dq .$$

$S(Y)$ is the electrode's Green function between two edge sites a distance $Y$ apart, written as a sum over transverse waves. Insert the series into (2):

$$g_N(k)=\sum_YS(Y)e^{-ikY/N}\,\frac1N\sum_{j=0}^{N-1}e^{-2\pi ijY/N}.$$

The sum over $j$, including the factor $1/N$, is one if $Y=mN$ with integer $m$, and zero otherwise. Since $S(-Y)=S(Y)$,

$$g_N(k)=g_\infty+\delta(k),\qquad \delta(k)=2\sum_{m=1}^{\infty}S(mN)\cos(mk). \tag{5}$$

The deviation $\delta$ consists of waves travelling along the edge between a contact and its periodic images.

### How the edge propagator decays

At large $Y$, $S(Y)$ is governed by the points where $g(q)$ is not smooth. For $0<E<4t$, $\varepsilon$ crosses $2t$ at $q=\pm q_0$, where

$$\cos q_0=1-\frac{E}{2t},$$

and it never reaches $-2t$, because its minimum is $E-2t$. Here $q_0=0.723$.

Put $u=q-q_0$. Near $u=0$ we have $\varepsilon-2t\approx-2t\sin q_0\,u$ and $\sqrt{\varepsilon+2t}\approx2\sqrt t$. The singular part of (1) is

$$-\frac{2\sqrt t\,\sqrt{\varepsilon-2t}}{2t^2}=-\frac{\sqrt{2\sin q_0}}{t}\,\sqrt{-u+i0}. \tag{6}$$

The $+i0$ comes from $E+i0$ and puts the branch point just above the real axis. For $Y>0$ the factor $e^{iuY}$ decays in the upper half-plane. We therefore bend the contour around a cut $u=is$, $s>0$.

On the left side of the cut the root is $\sqrt s\,e^{-i\pi/4}$. On the right side it continues from $i\sqrt u$ at positive $u$ and becomes $i\sqrt s\,e^{i\pi/4}=-\sqrt s\,e^{-i\pi/4}$. The contour runs down the left side and up the right side, with $du=i\,ds$. Both sides contribute equally:

$$\int\frac{du}{2\pi}e^{iuY}\sqrt{-u+i0}\;\to\;-\frac{i e^{-i\pi/4}}{\pi}\int_0^\infty\!\sqrt s\,e^{-sY}ds=-\frac{e^{i\pi/4}}{2\sqrt\pi}\,Y^{-3/2}.$$

The last step uses $\int_0^\infty\sqrt s\,e^{-sY}ds=\tfrac12\sqrt\pi\,Y^{-3/2}$ and $ie^{-i\pi/4}=e^{i\pi/4}$. Near $-q_0$ the sign of the slope is reversed. That branch point lies below the axis, so it does not obstruct the upward shift for $Y>0$ and gives no power-law term. Multiplying by the prefactor in (6) and by $e^{iq_0Y}$, we obtain to leading order at large $Y$

$$S(Y)\approx\frac1t\sqrt{\frac{\sin q_0}{2\pi}}\;\frac{e^{i(q_0Y+\pi/4)}}{Y^{3/2}}. \tag{7}$$

At $Y=200$ both the full integral and (7) have magnitude $1.147\times10^{-4}$ eV$^{-1}$.

The wave responsible has longitudinal energy $-2t\cos p=2t$, so $p=\pi$ and its longitudinal velocity, proportional to $\sin p$, vanishes. Its transverse velocity is proportional to $\sin q_0>0$. It grazes the edge.

### Two different powers of $N$

Equation (3) makes $T$ a smooth real function of the real and imaginary parts of $g_N$ near $g_\infty$. Its expansion has the general form

$$T=T_\infty+\mathrm{Re}(A\delta)+\mathrm{Re}(B\delta^2)+C|\delta|^2+O(|\delta|^3), \tag{8}$$

with constants $A,B$ complex and $C$ real, all independent of $N$ and $k$.

At the Gamma point $\delta(0)=2\sum_mS(mN)$. By (7) this has an envelope proportional to $N^{-3/2}$, and its phase changes with $N$ through $e^{imq_0N}$. The linear term in (8) survives, so

$$T_N(0)-T_\infty\sim N^{-3/2}\times(\text{oscillation}).$$

This explains the irregular errors in the table from $N=5$ on. For the narrowest cells the asymptotic form (7) is not yet accurate.

Now average over $k$. Each cosine in (5) averages to zero, so $\langle\delta\rangle=0$ for every $N$. The average of $\cos mk\cos m'k$ is $\tfrac12$ for $m=m'$ and zero for other positive pairs. Hence

$$\langle\delta^2\rangle=2\sum_{m\ge1}S(mN)^2,\qquad \langle|\delta|^2\rangle=2\sum_{m\ge1}|S(mN)|^2 ,$$

and both have an envelope $N^{-3}$. The cubic remainder is of order $N^{-9/2}$. Therefore

$$\bar T_N-T_\infty\sim N^{-3}.$$

This answers the second question. Averaging removes the first-order interference with the images and leaves the second-order part. The power is again an envelope. The term $C\langle|\delta|^2\rangle$ keeps one sign, but $\mathrm{Re}(B\langle\delta^2\rangle)$ oscillates with $N$ through $e^{2imq_0N}$, so the averaged error is not monotone either and can change sign. It is −0.02% at $N=4$ and +0.23% at $N=5$.

The numerical check measures both exponents from root-mean-square errors over two windows, $N=20$–39 and $N=160$–319, and finds $-1.45$ and $-3.02$. Over the range $N=4$–32, the root-mean-square error in $T$ is 0.0058 for Gamma-only and 0.00008 for the average.

The order of operations matters. Averaging $g_N$ first and then using (3) gives $T_\infty$ for every $N$. For the array with $N=1$ this would be 0.124 instead of the correct 0.151. The quantity to average is $T$.

### How many k points

Write $T_N(k)=\sum_lc_le^{ilk}$. A uniform mesh of $M$ points containing $k=0$ keeps the coefficients with $l$ a multiple of $M$, while the integral keeps only $c_0$. The mesh error is thus $\sum_{m\ne0}c_{mM}$. Consider a $k$ at which one channel closes. If another channel is open there, as for $N=4$, then $\Gamma\neq0$ and $T_N(k)$ inherits through (3) the square-root edge of $g$. By the same local integral as above, its coefficients fall as $|l|^{-3/2}$, and the mesh error has an envelope $M^{-3/2}$. If no other channel is open, as for $N=1$, then $T_N=0$ on the closed side. On the open side $\Gamma^2\propto4t^2-\varepsilon^2$ vanishes linearly and the denominator of (3) is smooth. The edge is then only a kink, two integrations by parts give coefficients falling as $l^{-2}$, and the envelope is $M^{-2}$. The measured exponent for $N=4$ is $-1.49$.

This error oscillates too. For $N=4$, relative to $\bar T_4$, it is +2.6% for $M=4$, +0.94% for $M=8$, −0.05% for $M=16$ and +0.12% for $M=32$. Several meshes should be compared before a value is accepted.

To first order in $\delta$, an $M$-point mesh in a cell of width $N$ has the same deviation from $T_\infty$ as one Gamma-only cell of width $NM$, because both sample the same waves $q$ in (2). Indeed, $N=4$ with $M=4$ gives 0.12745, and $N=16$ at Gamma gives 0.12739. The mesh needs $M$ small calculations instead of one large one. If the cost is that of dense matrix inversion, cubic in the width, the mesh is cheaper by a factor $M^2$. The equivalence is limited, however. The mesh also carries the second-order deviation of order $N^{-3}$, which does not shrink with $M$, so the two agree only while this is small beside $(NM)^{-3/2}$, roughly for $M$ below $N$. As $M$ grows the mesh tends to $\bar T_N$ and the wide cell to $T_\infty$. For $N=2$ these limits are 0.1444 and 0.1243.

## Conditions

The average (4) was derived for coherent, non-interacting electrons and a structure periodic along the edge. A mean-field potential with the same period is also allowed, because it only changes the one-electron Hamiltonian. The average would still hold if neighbouring chains were coupled directly, but (3) would then acquire a further dependence on $k$. An electrode of finite width, such as a ribbon, has no transverse Bloch phase, and there is nothing to average.

The powers of $N$ were derived for $0<E<4t$. At either end of this interval $\sin q_0=0$, and the leading term (7) vanishes. The Gamma-only exponent also requires $A\neq0$ in (8). At an energy where $T$ is stationary with respect to $g$, the linear term is absent and the Gamma-only error is of second order as well.

## Calculated quantities

```
t = 1.0 eV, tc = 1.0 eV, v = 0.5 eV, E = 0.5 eV
subband edge q0 = 0.72273 rad per site
isolated edge g = 0.117172 -0.616869i 1/eV
isolated self-energy = 0.029293 -0.154217i eV
isolated broadening Gamma = 0.308435 eV
isolated-chain T = 0.124280
Width N | T Gamma-only | T k-averaged | errors in % of isolated T
  1 | 0.000000 | 0.150587 | -100.000 | +21.1675
  2 | 0.031429 | 0.144432 | -74.711 | +16.2150
  3 | 0.122958 | 0.125202 | -1.064 | +0.7425
  4 | 0.130494 | 0.124254 | +5.001 | -0.0202
  5 | 0.139585 | 0.124567 | +12.315 | +0.2315
  6 | 0.138674 | 0.124552 | +11.582 | +0.2196
  8 | 0.129352 | 0.124294 | +4.081 | +0.0114
 12 | 0.123955 | 0.124292 | -0.261 | +0.0096
 16 | 0.127390 | 0.124288 | +2.503 | +0.0067
 32 | 0.125397 | 0.124281 | +0.899 | +0.0014
N = 4: k phase / pi | T(k)
0.00 | 0.130494
0.25 | 0.129402
0.50 | 0.125505
0.75 | 0.117382
1.00 | 0.128285
N = 4: k points M | mesh T | error in % of converged average
  1 | 0.130494 | +5.0218
  2 | 0.129390 | +4.1329
  4 | 0.127447 | +2.5697
  8 | 0.125420 | +0.9380
 16 | 0.124193 | -0.0492
 32 | 0.124406 | +0.1222
 64 | 0.124267 | +0.0101
N = 4: E in eV | T Gamma-only | T k-averaged | T isolated
0.25 | 0.292200 | 0.331351 | 0.329713
0.75 | 0.093333 | 0.078997 | 0.078389
1.00 | 0.100684 | 0.079673 | 0.078780
1.50 | 0.726466 | 0.575417 | 0.574572
conductance quantum 2e^2/h = 77.4809 microsiemens
N = 4 conductance, Gamma-only = 10.1108 microsiemens
N = 4 conductance, k-averaged = 9.6274 microsiemens
isolated-chain conductance = 9.6293 microsiemens
exponent of Gamma-only error in N = -1.448
exponent of k-averaged error in N = -3.019
exponent of mesh error in M at N = 4: -1.494
rms T error, N = 4 to 32: Gamma 0.005828, average 0.000079
|S(200)| = 1.1472e-04 1/eV, asymptotic 1.1471e-04 1/eV
three chains apart: N = 3, M = 4; supercell T per chain = 0.125076, mesh T = 0.125076
largest T deviation from decimation = 2.9e-08
largest g deviation from finite patch = 5.7e-14 1/eV
```
